# Stray field of a perpendicular magnetic disk and its neighbour: a program that tests the result

```python
"""
Result under test: the on-axis field of a uniformly, axially magnetized disk,
  B(z) = (2 pi M / c^2) [ u/sqrt(R^2+u^2) - v/sqrt(R^2+v^2) ],
  u = z + t/2,  v = z - t/2   (Hartree atomic units, mu0 = 4 pi / c^2),
is about 61 mT for R = 20 nm, t = 2 nm, M = 1e6 A/m, z = 3 nm.
R: radius, t: thickness, M: magnetization, z: height above the midplane.
Independent checks work in SI from atomic dipoles, magnetic charge on the
faces, and the bound current on the rim. Lengths are passed in nm.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, simpson
from scipy.special import j1

NM = 1e-9
MU0 = sc.mu_0
PC = sc.physical_constants
BOHR = PC["Bohr radius"][0]
FIELD_AU = PC["atomic unit of mag. flux density"][0]
MOMENT_AU = PC["atomic unit of mag. dipole mom."][0]
C_AU = 1 / sc.fine_structure

R, t, z, M = 20.0, 2.0, 3.0, 1.0e6
M_au = M / (MOMENT_AU / BOHR**3)


def axis_field(height, radius=R):
    """Derived formula, evaluated in atomic units, returned in tesla."""
    rad = radius * NM / BOHR
    u = (height + t / 2) * NM / BOHR
    v = (height - t / 2) * NM / BOHR
    bracket = u / np.hypot(rad, u) - v / np.hypot(rad, v)
    return 2 * np.pi * M_au / C_AU**2 * bracket * FIELD_AU


def dipole_sum(height, spacing=0.25):
    """Axis field of point dipoles on a simple cubic lattice, tesla."""
    n = int(round(R / spacing))
    x = (np.arange(-n, n) + 0.5) * spacing
    rho2 = x[:, None]**2 + x[None, :]**2
    rho2 = rho2[rho2 < R**2]
    layers = int(round(t / spacing))
    heights = -t / 2 + (np.arange(layers) + 0.5) * spacing
    total = 0.0
    for h in height - heights:
        total += np.sum((2 * h**2 - rho2) / (h**2 + rho2)**2.5)
    return MU0 * M * spacing**3 * total / (4 * np.pi)


def face_field(distance):
    """Axis field of one charged face by summing rings, tesla."""
    integral = quad(lambda p: distance * p / (p**2 + distance**2)**1.5,
                    0, R, points=[distance], epsabs=1e-12)[0]
    return MU0 * M / 2 * integral


nodes, weights = np.polynomial.legendre.leggauss(16)
source_z = nodes * t / 2
source_w = weights * t / 2
phi = np.arange(2000) * 2 * np.pi / 2000
dphi = phi[1] - phi[0]


def rim_field(r, height):
    """Axial field at any radius from Biot-Savart on the rim, tesla."""
    s = (height - source_z)[:, None]
    dist2 = r**2 + R**2 - 2 * r * R * np.cos(phi) + s**2
    ring = np.sum(R * (R - r * np.cos(phi)) / dist2**1.5, axis=1) * dphi
    return MU0 * M / (4 * np.pi) * np.dot(source_w, ring)


def flux_average(height):
    """Average axial field over r < R from the vector potential, tesla."""
    s = (height - source_z)[:, None]
    dist = np.sqrt(2 * R**2 * (1 - np.cos(phi)) + s**2)
    ring = np.sum(np.cos(phi) / dist, axis=1) * dphi
    return MU0 * M / (2 * np.pi) * np.dot(source_w, ring)


# Main formula against three independent constructions
B = axis_field(z)
B_dip = dipole_sum(z)
top, bottom = face_field(z - t / 2), face_field(z + t / 2)
B_rim = rim_field(0.0, z)
assert abs(B_dip / B - 1) < 5e-3      # jagged lattice edge limits this sum
assert abs(dipole_sum(2 * z) / axis_field(2 * z) - 1) < 5e-3
assert abs((top - bottom) / B - 1) < 1e-6
assert abs(B_rim / B - 1) < 1e-6
assert round(B * 1e3) == 61

# Thin-disk estimate, distant dipole limit, wide-film limit
B_thin = MU0 * M * t * R**2 / (2 * (R**2 + z**2)**1.5)
assert abs(B_thin / B_rim - 1) < 5e-3
volume = np.pi * R**2 * t * NM**3
moment = M * volume
far = 2000.0
B_far = MU0 * moment / (2 * np.pi * (far * NM)**3)
assert abs(axis_field(far) / B_far - 1) < 1e-3
assert axis_field(z, radius=1e5) < 1e-3 * B

# Off-axis field and average over the disk area
radii = np.linspace(0, R, 81)
profile = np.array([rim_field(r, z) for r in radii])
peak = int(np.argmax(profile))
assert profile[peak] > B
gx, gw = np.polynomial.legendre.leggauss(80)
gr = (gx + 1) * R / 2
local = np.array([rim_field(r, z) for r in gr])
area_average = np.sum(gw * R / 2 * 2 * gr * local) / R**2
B_avg = flux_average(z)
assert abs(area_average / B_avg - 1) < 1e-5

# Average over the volume of an equal neighbour centred at z
B_vol = sum(w / 2 * flux_average(z + x * t / 2)
            for x, w in zip(nodes, weights))
k = np.linspace(1e-6, 40, 200001)
decay = np.exp(-k * (z - t)) - 2 * np.exp(-k * z) + np.exp(-k * (z + t))
B_bessel = MU0 * M / t * simpson(j1(k * R)**2 / k**2 * decay, x=k)
assert abs(B_bessel / B_vol - 1) < 1e-4
flip_energy = 2 * moment * B_vol / sc.e
thermal = sc.k * 300 / sc.e

# Neglected effects, sized for the same disk
shift = 3.0
net_axis = B - axis_field(z + shift)
net_avg = B_avg - flux_average(z + shift)
assert net_axis / B < net_avg / B_avg
dead_rim = 1.0
B_dead = axis_field(z, radius=R - dead_rim)
assert B_dead > B
T_curie, T_room, T_hot = 1100.0, 300.0, 400.0
M_ratio = (1 - (T_hot / T_curie)**1.5) / (1 - (T_room / T_curie)**1.5)

u, v = z + t / 2, z - t / 2
print(f"Disk radius: {R:.1f} nm")
print(f"Disk thickness: {t:.1f} nm")
print(f"Height above midplane: {z:.1f} nm")
print(f"Magnetization: {M:.2e} A/m")
print(f"Magnetization in atomic units: {M_au:.5e} a.u.")
print(f"Speed of light in atomic units: {C_AU:.3f} a.u.")
print(f"Prefactor 2 pi M/c^2: {MU0 * M / 2 * 1e3:.2f} mT")
print(f"Bracket, first term: {u / np.hypot(R, u):.5f} (no unit)")
print(f"Bracket, second term: {v / np.hypot(R, v):.5f} (no unit)")
print(f"On-axis field, formula: {B * 1e3:.2f} mT")
print(f"On-axis field, formula: {B / FIELD_AU:.4e} a.u.")
print(f"On-axis field, atomic dipole sum: {B_dip * 1e3:.2f} mT")
print(f"On-axis field, rim current: {B_rim * 1e3:.2f} mT")
print(f"Top face contribution: {top * 1e3:.2f} mT")
print(f"Bottom face contribution: {-bottom * 1e3:.2f} mT")
print(f"Thin-disk estimate: {B_thin * 1e3:.2f} mT")
print(f"Peak field over disk at same height: {profile[peak]*1e3:.1f} mT")
print(f"Radius of that peak (0.25 nm grid): {radii[peak]:.2f} nm")
print(f"Area-averaged field at same height: {B_avg * 1e3:.1f} mT")
print(f"Volume-averaged field in neighbour: {B_vol * 1e3:.1f} mT")
print(f"Parallel-to-antiparallel cost: {flip_energy:.2f} eV")
print(f"Thermal energy kT at 300 K: {thermal:.4f} eV")
print(f"Partner layer centre below disk centre: {shift:.1f} nm")
print(f"Axis field with opposite partner: {net_axis * 1e3:.1f} mT")
print(f"Area average with opposite partner: {net_avg * 1e3:.1f} mT")
print(f"Dead rim width: {dead_rim:.1f} nm")
print(f"Axis field with dead rim: {B_dead * 1e3:.1f} mT")
print(f"Assumed rough Curie temperature: {T_curie:.0f} K")
print(f"Magnetization ratio, 400 K to 300 K: {M_ratio:.3f} (no unit)")
print(f"Axis field after warming to 400 K: {B * M_ratio * 1e3:.1f} mT")
print("verified")
```

It prints:

```
Disk radius: 20.0 nm
Disk thickness: 2.0 nm
Height above midplane: 3.0 nm
Magnetization: 1.00e+06 A/m
Magnetization in atomic units: 7.98925e-03 a.u.
Speed of light in atomic units: 137.036 a.u.
Prefactor 2 pi M/c^2: 628.32 mT
Bracket, first term: 0.19612 (no unit)
Bracket, second term: 0.09950 (no unit)
On-axis field, formula: 60.70 mT
On-axis field, formula: 2.5826e-07 a.u.
On-axis field, atomic dipole sum: 60.70 mT
On-axis field, rim current: 60.70 mT
Top face contribution: 565.80 mT
Bottom face contribution: -505.10 mT
Thin-disk estimate: 60.77 mT
Peak field over disk at same height: 102.0 mT
Radius of that peak (0.25 nm grid): 17.00 nm
Area-averaged field at same height: 80.5 mT
Volume-averaged field in neighbour: 81.3 mT
Parallel-to-antiparallel cost: 2.55 eV
Thermal energy kT at 300 K: 0.0259 eV
Partner layer centre below disk centre: 3.0 nm
Axis field with opposite partner: 5.5 mT
Area average with opposite partner: 26.9 mT
Dead rim width: 1.0 nm
Axis field with dead rim: 63.7 mT
Assumed rough Curie temperature: 1100 K
Magnetization ratio, 400 K to 300 K: 0.910 (no unit)
Axis field after warming to 400 K: 55.3 mT
verified
```
